\section*{Green's Function and Electron Number in a Nonorthogonal Basis}

\section{Definitions and conventions}

Let $\phi_p$ be a finite set of linearly independent spin-orbitals with overlap matrix
\begin{equation}
S_{pq}=\langle\phi_p|\phi_q\rangle .
\end{equation}
The labels $p,q,r,s,t,u$ denote orbitals and $\mu$ is the chemical potential. I set $\hbar=1$. A matrix with a dagger is conjugated and transposed.

Two families of operators must be kept apart:
\begin{itemize}
\item $a_p^\dagger$ creates an electron in $\phi_p$, and $a_p$ is its adjoint.
\item $c_p$ is the coefficient of $\phi_p$ in the field operator, $\psi(x)=\sum_p\phi_p(x)c_p$.
\end{itemize}
The anticommutator is $S$ for the first family and $S^{-1}$ for the second, as shown below. The choice is therefore fixed by what the operator means.

The system is in equilibrium at inverse temperature $\beta$, with density operator $e^{-\beta K}/Z$ and $K=H-\mu\hat N$. The Hamiltonian conserves the electron number and is projected on the span of the basis. With $c_p(\tau)=e^{K\tau}c_pe^{-K\tau}$ I define
\begin{align}
G_{pq}(\tau)&=-\langle T\,c_p(\tau)c_q^\dagger(0)\rangle, &
P_{pq}&=\langle c_q^\dagger c_p\rangle, \\
G(i\omega)&=\int_0^\beta d\tau\,e^{i\omega\tau}G(\tau), &
\omega&=\frac{(2n+1)\pi}{\beta}.
\end{align}
The ordering $T$ puts the later operator on the left, with a minus sign if the two are exchanged. Just before $\tau=0$ this gives $G(0^-)=P$.

\section{First case: one orbital of arbitrary norm}

Take one orbital with $\langle\phi|\phi\rangle=s$, so that $\phi=\sqrt s\,\chi$ with $\chi$ normalized. Let $b$ annihilate an electron in $\chi$. Creation in $\phi$ means $a^\dagger=\sqrt s\,b^\dagger$, while $\psi=\chi b=\phi c$ requires $c=b/\sqrt s$. Hence
\begin{equation}
\{a,a^\dagger\}=s,\qquad \{c,c^\dagger\}=\frac1s .
\end{equation}
If the level energy is $\varepsilon$, then $h=\langle\phi|\hat h|\phi\rangle=s\varepsilon$ and $H=\varepsilon b^\dagger b=h\,c^\dagger c$. Put $x=\varepsilon-\mu$ and $f=1/(e^{\beta x}+1)$. For $\tau>0$,
\begin{equation}
G(\tau)=-\frac{1-f}{s}e^{-x\tau}.
\end{equation}
Since $e^{i\omega\beta}=-1$ and $(1-f)(1+e^{-\beta x})=1$,
\begin{equation}
G(i\omega)=-\frac{1-f}{s}\,\frac{-e^{-\beta x}-1}{i\omega-x}
=\frac{1}{s(i\omega-x)}=\frac{1}{(i\omega+\mu)s-h}.
\label{one}
\end{equation}
Also $P=f/s$, so the mean electron number is $f=Ps$. Both results reduce to the usual ones at $s=1$. The overlap multiplies the frequency because $h$ is a matrix element between unnormalized functions.

\section{Many orbitals: the two algebras}

Expand the basis in orthonormal modes, $\phi_p=\sum_x\chi_x\phi_{xp}$, with $\{b_x,b_y^\dagger\}=\delta_{xy}$. Then $a_p^\dagger=\sum_x\phi_{xp}b_x^\dagger$, and
\begin{equation}
\{a_p,a_q^\dagger\}=\sum_{xy}\phi_{xp}^*\phi_{yq}\{b_x,b_y^\dagger\}
=\sum_x\phi_{xp}^*\phi_{xq}=S_{pq}.
\end{equation}
The full field is $\sum_x\chi_xb_x$, and its projection on $\phi_p$ is $a_p$. The part of the field outside the span is orthogonal to every $\phi_p$, so the part inside, $\psi=\sum_q\phi_qc_q$, has the same projections:
\begin{equation}
a_p=\langle\phi_p|\psi\rangle=\sum_qS_{pq}c_q,\qquad c=S^{-1}a .
\end{equation}
Since $S^{-1}$ is Hermitian,
\begin{equation}
\{c_p,c_q^\dagger\}=\sum_{rs}(S^{-1})_{pr}S_{rs}(S^{-1})_{sq}=(S^{-1})_{pq}.
\label{cc}
\end{equation}
Two annihilators of either family still anticommute to zero.

\textbf{Limit.} For two normalized orbitals with real overlap $s$,
\begin{equation}
S^{-1}=\frac{1}{1-s^2}\begin{pmatrix}1&-s\\-s&1\end{pmatrix}.
\end{equation}
At $s=0$ the families coincide. As $s\to1$ the inverse diverges: the orbitals become linearly dependent, and the coefficients $c_p$ lose their meaning. The formulas below fail at that point.

\section{The electron number}

Integrating $\psi^\dagger\psi$ over position and spin gives
\begin{equation}
\hat N=\sum_{pq}S_{pq}c_p^\dagger c_q .
\end{equation}
Its average is
\begin{equation}
N=\sum_{pq}S_{pq}\langle c_p^\dagger c_q\rangle
=\sum_{pq}S_{pq}P_{qp}=\operatorname{Tr}(PS).
\label{N}
\end{equation}

\textbf{Test on one electron.} Put one electron in the bonding combination of the two orbitals above, $(\phi_1+\phi_2)/\sqrt{2(1+s)}$. Both coefficients are $1/\sqrt{2(1+s)}$, so every element of $P$ is $1/[2(1+s)]$. Therefore
\begin{equation}
\operatorname{Tr}(PS)=\frac{2+2s}{2(1+s)}=1,\qquad
\operatorname{Tr}P=\frac1{1+s}.
\end{equation}
For the antibonding combination $s$ changes sign, and $\operatorname{Tr}P=1/(1-s)$. The bare trace can thus lie on either side of the electron number. For normalized orbitals, $S_{pp}=1$, the difference $N-\operatorname{Tr}P=\sum_{p\neq q}S_{pq}P_{qp}$ is the integrated density in the products $\phi_p^*\phi_q$ with $p\neq q$. It is positive for the bonding combination and negative for the antibonding one when $s>0$.

\section{Equation of motion}

Write the repulsion integrals as
\begin{equation}
(pq|rs)=\int\!\!\int dx\,dx'\,\phi_p^*(x)\phi_q(x)v(x,x')\phi_r^*(x')\phi_s(x').
\end{equation}
Inserting $\psi$ in the usual Hamiltonian gives
\begin{equation}
H=\sum_{pq}h_{pq}c_p^\dagger c_q+\frac12\sum_{pqrs}(pq|rs)\,c_p^\dagger c_r^\dagger c_sc_q .
\end{equation}
Here $h_{pq}=\langle\phi_p|\hat h|\phi_q\rangle$. The overlap enters the dynamics through the commutators. From (\ref{cc}),
\begin{equation}
[c_t,c_p^\dagger c_q]=\{c_t,c_p^\dagger\}c_q-c_p^\dagger\{c_t,c_q\}=(S^{-1})_{tp}c_q .
\end{equation}
For the number operator this yields $[c_t,\hat N]=\sum_{pq}(S^{-1})_{tp}S_{pq}c_q=c_t$, as it must for an operator that removes one electron.

For the interaction, move $c_t$ through the two creators:
\begin{equation}
c_tc_p^\dagger c_r^\dagger=(S^{-1})_{tp}c_r^\dagger-(S^{-1})_{tr}c_p^\dagger+c_p^\dagger c_r^\dagger c_t .
\end{equation}
Passing $c_t$ through two annihilators costs no net sign, so
\begin{equation}
[c_t,c_p^\dagger c_r^\dagger c_sc_q]
=(S^{-1})_{tp}c_r^\dagger c_sc_q-(S^{-1})_{tr}c_p^\dagger c_sc_q .
\end{equation}
In the sum with $(pq|rs)$, exchange the names $p\leftrightarrow r$ and $q\leftrightarrow s$ in the last term. The integral is unchanged because $v$ is symmetric, and $-c_r^\dagger c_qc_s=+c_r^\dagger c_sc_q$. The two terms are equal and remove the factor $\tfrac12$:
\begin{align}
[c_t,H]&=\sum_p(S^{-1})_{tp}\Big(\sum_qh_{pq}c_q+j_p\Big),\\
j_p&=\sum_{qrs}(pq|rs)\,c_r^\dagger c_sc_q .
\end{align}

Since $\partial_\tau c=[K,c]=-[c,K]$, in matrix form
\begin{equation}
\partial_\tau c=\mu c-S^{-1}(hc+j).
\end{equation}
The time ordering also depends on $\tau$. Written out,
\begin{equation}
G_{pq}(\tau)=-\theta(\tau)\langle c_p(\tau)c_q^\dagger\rangle
+\theta(-\tau)\langle c_q^\dagger c_p(\tau)\rangle ,
\end{equation}
and the derivatives of the step functions contribute $-\delta(\tau)\langle\{c_p,c_q^\dagger\}\rangle$. With $F_{pq}(\tau)=-\langle T\,j_p(\tau)c_q^\dagger(0)\rangle$,
\begin{equation}
\partial_\tau G=-S^{-1}\delta(\tau)+\mu G-S^{-1}(hG+F).
\label{time}
\end{equation}

For the transform I need the boundary condition. For $-\beta<\tau<0$, cyclic invariance of the trace gives
\begin{align}
G_{pq}(\tau+\beta)
&=-Z^{-1}\operatorname{Tr}\big[e^{K\tau}c_pe^{-K\tau}e^{-\beta K}c_q^\dagger\big]\notag\\
&=-\langle c_q^\dagger c_p(\tau)\rangle=-G_{pq}(\tau).
\end{align}
Integrate (\ref{time}) with $e^{i\omega\tau}$ from $0^-$ to $\beta^-$, which includes the delta function once. Because $e^{i\omega\beta}=-1$, the boundary terms cancel in the integration by parts, and $\partial_\tau$ becomes $-i\omega$. Thus
\begin{equation}
-i\omega G=-S^{-1}+\mu G-S^{-1}(hG+F).
\end{equation}
Multiplication from the left by $-S$ and rearrangement give
\begin{equation}
\big[(i\omega+\mu)S-h\big]G(i\omega)-F(i\omega)=1 .
\label{eom}
\end{equation}
The source $S^{-1}$ has become the unit matrix, and the frequency has acquired the factor $S$.

\textbf{Limit without interaction.} Then $F=0$ and $G=[(i\omega+\mu)S-h]^{-1}$. Let the columns of $C$ solve $hC=SC\varepsilon$ with $C^\dagger SC=1$ and $\varepsilon$ diagonal. Then $C^\dagger hC=\varepsilon$, and
\begin{equation}
G(i\omega)=C\,(i\omega+\mu-\varepsilon)^{-1}C^\dagger .
\end{equation}
In the variable $i\omega+\mu$, the poles lie at the generalized eigenvalues. For two orbitals with $h_{11}=h_{22}=\alpha$ and $h_{12}=h_{21}=\gamma$, they are $(\alpha\pm\gamma)/(1\pm s)$. Each mode obeys the one-orbital result (\ref{one}).

\section{The self-energy}

The step from (\ref{eom}) to a closed formula for $G$ consists of writing $F=\Sigma G$. This requires $G^{-1}$ to exist. Insert eigenstates $|m\rangle,|n\rangle$ of $K$, with eigenvalues $K_m,K_n$ and probabilities $w_m=e^{-\beta K_m}/Z$. For $\tau>0$,
\begin{equation}
G_{pq}(\tau)=-\sum_{mn}w_me^{(K_m-K_n)\tau}\langle m|c_p|n\rangle\langle n|c_q^\dagger|m\rangle .
\end{equation}
The time integral produces $-(1+e^{\beta(K_m-K_n)})/(i\omega+K_m-K_n)$, and $w_me^{\beta(K_m-K_n)}=w_n$. Therefore
\begin{equation}
G_{pq}(i\omega)=\sum_{mn}\frac{(w_m+w_n)\langle m|c_p|n\rangle\langle n|c_q^\dagger|m\rangle}{i\omega-(K_n-K_m)} .
\label{lehmann}
\end{equation}
For any vector $y\neq0$, let $\rho_{mn}=(w_m+w_n)|\sum_py_p^*\langle m|c_p|n\rangle|^2\geq0$. Then
\begin{equation}
\operatorname{Im}\,y^\dagger G(i\omega)y=-\omega\sum_{mn}\frac{\rho_{mn}}{\omega^2+(K_n-K_m)^2} .
\end{equation}
The weights add up to $y^\dagger\langle\{c,c^\dagger\}\rangle y=y^\dagger S^{-1}y>0$. The imaginary part is thus nonzero at every fermionic frequency, $Gy$ cannot vanish, and $G$ is invertible. With $\Sigma=FG^{-1}$, equation (\ref{eom}) becomes
\begin{equation}
G(i\omega)=\big[(i\omega+\mu)S-h-\Sigma(i\omega)\big]^{-1}.
\label{dyson}
\end{equation}

This definition does not by itself calculate $\Sigma$; for that one needs the exact $F$ or an approximation. It does fix the kind of matrix to insert. Under a change of basis $\phi'=\phi B$, the field is unchanged, so $c'=B^{-1}c$. Hence $G'=B^{-1}G(B^{-1})^\dagger$. The integrals give $j'=B^\dagger j$, so $F'=B^\dagger F(B^{-1})^\dagger$ and
\begin{equation}
\Sigma'=F'G'^{-1}=B^\dagger\Sigma B .
\end{equation}
The self-energy transforms like $h$ and $S$. With $B=S^{-1/2}$, (\ref{dyson}) becomes the orthonormal formula. A self-energy known in that basis must be multiplied by $S^{1/2}$ on both sides before it enters (\ref{dyson}).

\textbf{A weak-coupling test.} For three complex orbitals on five grid points, with spinless electrons, $\beta=3$, $\mu=0.5$, the interaction scaled by a coupling factor, and $S$ and $h$ not commuting, $\Sigma$ was also built without using $F$, from the static term derived below and the standard second-order diagram, which I do not derive here. At the first frequency the norm of the error in $G$, relative to exact diagonalization, was $8.406\times10^{-8}$ at coupling $0.010$ and $1.051\times10^{-8}$ at $0.005$. The ratio $8.002$ is that of an omitted third-order term.

\textbf{The other operators.} Since $a=Sc$, the function built from $a_p$ and $a_q^\dagger$ is
\begin{equation}
G^a=SGS=S\big[(i\omega+\mu)S-h-\Sigma\big]^{-1}S .
\end{equation}
Likewise $P^a_{pq}=\langle a_q^\dagger a_p\rangle$ obeys $P^a=SPS$, and $N=\operatorname{Tr}(P^aS^{-1})$. The formulas (\ref{N}) and (\ref{dyson}) therefore belong to the operators with anticommutator $S^{-1}$.

\section{High frequency and the density matrix}

At large $\omega$, (\ref{lehmann}) and its analogue for $F$ start with the equal-time anticommutators divided by $i\omega$. Thus $G\to S^{-1}/(i\omega)$ and $F\to\langle\{j,c^\dagger\}\rangle/(i\omega)$. Moving $c_t^\dagger$ through the annihilators in $j_p$ gives
\begin{equation}
\{c_r^\dagger c_sc_q,c_t^\dagger\}=c_r^\dagger c_s(S^{-1})_{qt}-c_r^\dagger c_q(S^{-1})_{st} ,
\end{equation}
because the terms with two creators cancel. Multiplication by $S$ from the right removes the inverse overlaps, and the limit of $FG^{-1}$ is
\begin{equation}
\Sigma^\infty_{pq}=\sum_{rs}\big[(pq|rs)-(ps|rq)\big]P_{sr}.
\end{equation}
This is the Hartree--Fock expression evaluated with the exact density matrix. For spatial orbitals without spin polarization, the first term contains $P$ summed over spin and the second $P$ for one spin.

The correction $\Sigma-\Sigma^\infty$ is of order $1/\omega$. Expanding the inverse in (\ref{dyson}) therefore gives
\begin{align}
G(i\omega)&=\frac{S^{-1}}{i\omega}+\frac{M}{(i\omega)^2}+O(\omega^{-3}),\\
M&=S^{-1}(h+\Sigma^\infty-\mu S)S^{-1}.
\end{align}
The inverse transform at $0^-$ is $P=\beta^{-1}\sum_ne^{i\omega_n0^+}G(i\omega_n)$. The factor $e^{i\omega_n0^+}$ is needed because the first term decays too slowly to fix the sum without it. The one-orbital case with $s=1$ supplies the two sums required:
\begin{equation}
\frac1\beta\sum_n\frac{e^{i\omega_n0^+}}{i\omega_n-x}=f(x),\qquad
\frac1\beta\sum_n\frac1{(i\omega_n-x)^2}=f'(x).
\end{equation}
At $x=0$ they equal $\tfrac12$ and $-\beta/4$. Hence
\begin{equation}
P=\frac{S^{-1}}2-\frac{\beta M}4+\frac1\beta\sum_n\Big[G(i\omega_n)-\frac{S^{-1}}{i\omega_n}-\frac{M}{(i\omega_n)^2}\Big].
\end{equation}
The remaining sum converges absolutely. Inserting $P$ in (\ref{N}) connects the Green's function to the electron number.

\section{A molecule: the regular H$_6$ ring}

The ring has a neighbour distance of $2.0$ bohr and one STO-3G orbital per atom. I use Hartree atomic units, $\beta=100$ per hartree, and spatial matrices for one spin. All Fock states are included, so within this basis the results come from exact diagonalization. The six-electron energy with the nuclear repulsion added, $-3.228990$ hartree, agrees with a separate full-CI calculation.

By symmetry, each matrix element depends on the distance around the ring alone. If the first row of $X$ is $(X_0,X_1,X_2,X_3,X_2,X_1)$, the vectors $e^{i\pi kn/3}$, with $n$ the site, are eigenvectors with eigenvalue
\begin{equation}
X_k=X_0+2X_1\cos\frac{\pi k}3+2X_2\cos\frac{2\pi k}3+(-1)^kX_3 .
\end{equation}
Here $k=0$ and $3$ occur once, and $k=1$ and $2$ twice. The overlap row is $(1,\,0.46278,\,0.15582,\,0.09813)$ up to the opposite site, so
\begin{equation}
S_{k=1}=1+0.46278-0.15582-0.09813=1.20883 .
\end{equation}

Place $\mu$ at mid-gap, half the difference between the lowest seven- and five-electron energies, $0.011022$ hartree. The first frequency is $\omega_0=0.031416$ hartree. For $k=1$ the program gives $h=-2.757504$ and $\Sigma(i\omega_0)=2.222464-0.003305i$ hartree. The denominator is
\begin{align}
D&=(0.011022+0.031416i)(1.208825)\notag\\
&\quad+2.757504-2.222464+0.003305i\notag\\
&=0.54836+0.04128i ,
\end{align}
and
\begin{equation}
G_{k=1}(i\omega_0)=\frac1D=\frac{0.54836-0.04128i}{0.30241}=1.8133-0.1365i
\end{equation}
per hartree. This agrees with the value from the spectral sum (\ref{lehmann}). Since $\Sigma$ is here $FG^{-1}$ from the same exact eigenstates, the agreement checks the equation of motion (\ref{eom}); it is not a separate calculation of $\Sigma$. If $\Sigma$ is replaced by its static limit, $2.278276$ hartree, the real part of $G$ becomes $2.018$ per hartree, $11\%$ above the exact value. For this component, the frequency dependence of $\Sigma$ matters at that level.

The occupation of a normalized ring orbital is $P_kS_k$:
\begin{center}
\begin{tabular}{cccc}
$k$ & $S_k$ & $P_k$ & $P_kS_k$\\
0 & 2.3353 & 0.4235 & 0.9891\\
1 & 1.2088 & 0.8014 & 0.9688\\
2 & 0.4795 & 0.0659 & 0.0316\\
3 & 0.2880 & 0.0354 & 0.0102
\end{tabular}
\end{center}
With two spins and the stated multiplicities,
\begin{equation}
N=2(0.9891+2\times0.9688+2\times0.0316+0.0102)=6.000 .
\end{equation}
The bare trace, $2\operatorname{Tr}P=4.387$, leaves out $1.613$ electrons held in the overlap terms. The values of $P_k$ alone would also misorder the orbitals: $P_0<P_1$, although the $k=0$ orbital is the more fully occupied.

An integer result could owe something to the charge gap, so I also place $\mu$ at the removal threshold, $E_6-E_5=-0.411412$ hartree, where $E_N$ is the lowest energy with $N$ electrons. There the lowest five- and six-electron states have equal $K$. The five-electron level has four states; counting one six-electron state gives
\begin{equation}
N=\frac{4\times5+6}{5}=5.2 .
\end{equation}
The exact thermal average, $\operatorname{Tr}(PS)$ summed over spin, and the frequency sum all give $5.200$, whereas the bare trace gives $3.694$. The numerical check thus covers a fractional electron number as well as the integer one obtained with $\mu$ inside the charge gap.

\section*{Calculated quantities}
\begin{verbatim}
Grid model, complex orbitals, dimensionless
  N exact 1.713340, Tr(PS) 1.713340, Tr P 1.792327
  N from frequency sum 1.713340
  error of G, coupling 0.010: 8.406e-08
  error of G, coupling 0.005: 1.051e-08
  ratio of the errors: 8.002
H6 ring, STO-3G
  neighbour distance 2.0 bohr, beta 100 per hartree
  total energy, six electrons: -3.228990 hartree
  full-CI energy, separate code: -3.228990 hartree
  removal energy E5-E6: 0.411412 hartree
  addition energy E7-E6: 0.433455 hartree
  mid-gap mu: 0.011022 hartree
  first Matsubara frequency: 0.031416 hartree
  first rows, sites 0 1 2 3 (sites 4, 5 repeat 2, 1)
  S (dimensionless): 1.00000 0.46278 0.15582 0.09813
  S^-1 (dimensionless): 1.62104 -0.71712 0.16473 -0.08807
  P per spin (dimensionless): 0.36558 0.18728 -0.06806 -0.18050
  ring components: S dimensionless; h, Sigma in hartree; G in 1/hartree
  k=0 S 2.335329 h -5.934351 static Sigma 4.306008
      Sigma(iw0) 4.287536 -0.004047i
      G(iw0) 0.596610 -0.027614i
      P 0.423530, occupation P*S 0.989082
  k=1 S 1.208825 h -2.757504 static Sigma 2.278276
      Sigma(iw0) 2.222464 -0.003305i
      G(iw0) 1.813330 -0.136509i
      P 0.801422, occupation P*S 0.968778
  k=2 S 0.479535 h -0.875635 static Sigma 1.075374
      Sigma(iw0) 1.097843 -0.001297i
      G(iw0) -4.583851 -0.345745i
      P 0.065859, occupation P*S 0.031582
  k=3 S 0.287952 h -0.413046 static Sigma 0.678341
      Sigma(iw0) 0.680752 -0.000581i
      G(iw0) -3.775269 -0.137393i
      P 0.035415, occupation P*S 0.010198
Electron number at mid-gap mu, both spins
  exact 6.000000, Tr(PS) 6.000000
  from ring components 6.000000, from frequency sum 6.0000
  Tr P without S: 4.387013
Electron number at the removal threshold
  mu -0.411412 hartree, five-electron degeneracy 4
  estimate from degeneracies 5.200000
  exact 5.200000, Tr(PS) 5.200000
  from frequency sum 5.2000
  Tr P without S: 3.693783
\end{verbatim}
